Hermite Reciprocity and the Fermion–Boson Correspondence for Total J, part 2

We compare the J content of systems of n identical particles: the list of total angular momenta J, each with its number of occurrences. Here ħ = 1, and "bosons" and "fermions" mean symmetric and antisymmetric states, for any integer or half-integer spin. Two statements are at issue.

(A) Hermite reciprocity: for integers n, m ≥ 0, n bosons of spin m/2 have the same J content as m bosons of spin n/2.

(B) For 1 ≤ n ≤ 2j+1, n fermions of spin j have the same J content as n bosons of spin

j' = j − (n−1)/2.

A particle of spin j and projection μ occupies orbital k = j + μ, with k = 0, 1, …, 2j. Lists such as {0,3} give the occupied k values. K is their sum, counted with repetition, and the total projection is

M = K − nj.     (2)

With D(M) the number of independent states at M and d(J) the number of multiplets J,

d(J) = D(J) − D(J+1).     (1)

For integers a ≥ b ≥ 1 the Gaussian binomial is

[a,b] = (1−q^a)(1−q^(a−1)) … (1−q^(a−b+1)) / ((1−q)(1−q²) … (1−q^b)),     (6)

and [a,0] = 1. For n fermions of spin j, with N = 2j+1, the coefficient of q^K in

fₙ = q^(n(n−1)/2) [N,n]     (7)

is the number of states with that K. This came from a recurrence in n, found by sliding the row of orbitals up by one in a product with one factor per orbital.

For n bosons of spin m/2, the generating function of D(M), with M as the exponent of q, is

C(n,m) = q^(−nm/2) [n+m,n].     (12)

With P(r) = (1−q)(1−q²) … (1−q^r) and P(0) = 1,

[n+m,n] = P(n+m) / (P(n) P(m)) = [n+m,m].     (13)

Thus C(n,m) = C(m,n), which proves (A) by algebra. (B) is still to be proved.

Q: The algebra is short, but I would like to see why it happens.

A: Draw each n-boson state as a row of columns. Boson number i gets a column of height kᵢ, between 0 and m, and the columns are ordered by height. K is the number of boxes in the drawing, which fits in a rectangle n wide and m high. Put the tallest column on the left and reflect the drawing in the diagonal through its lower left corner, so that rows become columns and columns become rows. It becomes a drawing in a rectangle m wide and n high, with the same number of boxes. That is a state of m bosons whose orbitals run from 0 to n, hence of spin n/2. Repeating the operation restores the first drawing, so the states are paired one to one. Since nm/2 is the same for both systems, M is preserved as well.

Q: Now the fermions. Their polynomial carries an extra power of q, and j enters in a different way.

A: Both differences are absorbed by the shift from K to M. For n fermions of spin j, the generating function of D(M) is

q^(−nj) fₙ = q^(−nj + n(n−1)/2) [2j+1,n].

Take −n/2 out of the exponent:

−nj + n(n−1)/2 = −(n/2)(2j − n + 1).

Define

m' = 2j + 1 − n.     (14)

This is a non-negative integer for n ≤ 2j+1, and it is the number of empty orbitals. The exponent is −nm'/2, and 2j+1 = n + m'. Therefore

q^(−nj) fₙ = q^(−nm'/2) [n+m',n] = C(n,m').     (15)

The right side belongs to n bosons of spin m'/2. That spin is

j' = m'/2 = (2j+1−n)/2 = j − (n−1)/2,

which proves (B).

Q: Does the formula survive simple limits? I distrust an effective spin that depends on the number of particles.

A: For n = 1 it gives j' = j. One particle cannot tell which statistics it obeys. For n = 2j+1 it gives j' = 0. Bosons of spin 0 have one orbital and therefore one state, with J = 0. This matches the filled shell.

Two particles give a more informative case. For n = 2 and half-integer j, the maximum M is 2j' = 2j − 1. Since 2j+1 is even, the allowed J values can be read off after multiplying [2j+1,2] by 1 − q, a step I justify below:

(1−q)[2j+1,2] = (1−q^(2j)) (1−q^(2j+1))/(1−q²)
= (1−q^(2j)) (1 + q² + q⁴ + … + q^(2j−1)).

Up to the power q^(2j−1) the terms are 1, q², q⁴, and so on, each with coefficient one. They stand for J = 2j−1, 2j−3, …, 0. These are the even values expected for two identical fermions.

As for the effective spin, each added fermion blocks one more orbital, and the bosons have correspondingly fewer orbitals: 2j'+1 = 2j+2−n.

Q: Justify the multiplication by 1 − q.

A: Let c_K be the coefficient of q^K in [n+m,n], with c₋₁ = 0. The boson state count is D(M) = c_K with K = nm/2 + M. Complete multiplets contain M and −M equally often, so D(M) = D(−M). Then (1) becomes

d(J) = D(−J) − D(−J−1) = c_K − c_(K−1),   K = nm/2 − J.

The difference c_K − c_(K−1) is the coefficient of q^K in (1−q)[n+m,n]. In words:

d(J) is the coefficient of q^(nm/2−J) in (1−q)[n+m,n].     (16)

Here J runs down from nm/2 in integer steps and stays non-negative. For fermions, replace m by m'. Higher powers of q in the product are not multiplicities, since they would correspond to negative J.

Q: Can the two theorems be combined?

A: Yes. Equation (15) gives C(n,m') for the fermions, and (13) allows n and m' to be exchanged. The same J content therefore belongs to m' bosons of spin n/2. Next consider m' fermions in the original shell. They leave 2j+1−m' = n orbitals empty, so their generating function is C(m',n), again the same. This is particle–hole symmetry of the J content: n fermions and n holes in a shell have the same total angular momenta. Four systems share one list.

Q: I would like to see a case large enough that coincidence is not an explanation.

A: Take four fermions with j = 9/2. Then m' = 10 − 4 = 6 and j' = 3. The partners are four bosons of spin 3, six bosons of spin 2 and six fermions with j = 9/2. The maximum J is nm'/2 = 4·6/2 = 12. By (6) and (16) we need

(1−q)[10,4] = (1−q⁷)(1−q⁸)(1−q⁹)(1−q¹⁰) / ((1−q²)(1−q³)(1−q⁴)).

Three divisions are finite geometric sums:

(1−q⁸)/(1−q⁴) = 1 + q⁴,
(1−q⁹)/(1−q³) = 1 + q³ + q⁶,
(1−q¹⁰)/(1−q²) = 1 + q² + q⁴ + q⁶ + q⁸.

The first two multiply to

1 + q³ + q⁴ + q⁶ + q⁷ + q¹⁰.

Multiplying by the third sum gives, up to q¹²,

1 + q² + q³ + 2q⁴ + q⁵ + 3q⁶ + 2q⁷ + 3q⁸ + 2q⁹ + 3q¹⁰ + 2q¹¹ + 3q¹².

The factor 1 − q⁷ subtracts the same series moved up by seven powers. Up to q¹² the subtracted part is q⁷ + q⁹ + q¹⁰ + 2q¹¹ + q¹²; the last coefficient comes from q⁵. What remains is

1 + q² + q³ + 2q⁴ + q⁵ + 3q⁶ + q⁷ + 3q⁸ + q⁹ + 2q¹⁰ + 2q¹².

With J = 12 − K, the J content is

one multiplet each: J = 3, 5, 7, 9, 10, 12
two each: J = 0, 2, 8
three each: J = 4, 6

There are 6·1 + 3·2 + 2·3 = 18 multiplets. Their dimensions 2J+1 add up to

(7+11+15+19+21+25) + 2(1+5+17) + 3(9+13) = 98 + 46 + 66 = 210.

This is the number of ways to place four fermions in ten orbitals.

Q: You used the formula to illustrate the formula. What happens if J² is diagonalized?

A: The numerical output below contains that comparison. For each of the four systems J² was built in its own basis of occupation numbers and diagonalized, without Gaussian binomials. All four gave the list above, with 210 states and 18 multiplets. The same agreement was tested for every shell from j = 0 to j = 3 and every particle number from 1 to 2j+1, 28 cases in all.

Q: And the uncomfortable case of half-integer "bosons"?

A: For three fermions with j = 7/2, m' = 8 − 3 = 5, so the partners include three bosons of spin 5/2 and five of spin 3/2. The maximum J is 15/2. Formula (16) gives

(1−q)[8,3] = (1−q⁶)(1−q⁷)(1−q⁸) / ((1−q²)(1−q³))
= (1−q⁷)(1+q³)(1+q²+q⁴+q⁶).

Up to q⁷ the last two brackets give 1 + q² + q³ + q⁴ + q⁵ + q⁶ + q⁷. The factor 1 − q⁷ cancels the final term. With J = 15/2 − K, there is one multiplet each for J = 15/2, 11/2, 9/2, 7/2, 5/2 and 3/2. Diagonalization gives this list for all three systems, each with 56 states.

Q: If the states match so well, there should be a simple dictionary. Order the fermion orbitals as k₁ < k₂ < … and push them together.

A: That dictionary exists for the basis states:

kᵢ → kᵢ − (i−1),   i = 1, …, n.     (17)

It turns strictly increasing lists into lists that may contain repetitions. The largest possible value becomes 2j − (n−1) = 2j', as required, and adding i−1 back reverses the map. K drops by n(n−1)/2, while nj drops by n(j−j') = n(n−1)/2. Hence M is unchanged.

Q: So the paired states are physically equivalent under rotations?

A: Not in general. Two fermions of spin 3/2 and two bosons of spin 1 already show the difference. Use

J² = J₋J₊ + J_z(J_z+1),

where J_z is the projection operator. At M = 0 the second term vanishes, and the matrix elements of J² are the overlaps of the raised states. For one particle, raising k to k+1 has amplitude √((j−μ)(j+μ+1)) = √((2j−k)(k+1)).

For the fermions, the steps 0→1 and 2→3 both have amplitude √3. The state {0,3} is raised to √3{1,3}. In {1,2} the step 1→2 is blocked, and the other step gives √3{1,3}. No sign appears, because the order of the two occupied orbitals is kept. All overlaps are 3, so the block of J² is

3   3
3   3

Map (17) sends {0,3} to the boson state {0,2}, and {1,2} to {1,1}. For spin 1 each step has amplitude √2. The state {0,2} has one boson to raise into orbital 1, and is raised to √2{1,2}. In {1,1} either of two bosons can be raised, which adds a factor √2 for normalized states, and the result is 2{1,2}. The block is

2      2√2
2√2   4

The matrices differ, yet both have trace 6 and determinant 0. Their eigenvalues are therefore 0 and 6, that is, J = 0 and J = 2. The J content agrees although this pairing of basis states does not carry one J² into the other.

Q: Is there any map that does respect rotations?

A: Yes. Label the multiplets in each system by J and, where J occurs several times, by an extra index. Send each state with given J, M and index to its partner with the same labels. With standard phases within each multiplet, J_z and J± act in the same way on both sides, so this map is unitary and commutes with rotations. It is not unique: each multiplet may be given its own phase factor, and when J is repeated the freedom is larger. For the two J = 0 multiplets of the large example, any unitary 2×2 mixing of the partners would serve equally well.

Q: Then I can replace my interacting fermions by bosons and solve the easier problem.

A: You can carry the Hamiltonian over with such a map, and the energies are then unchanged by construction. The theorem does not promise that a two-body interaction becomes a two-body interaction. Compare the pairs. Two fermions with j = 9/2 couple to J = 0, 2, 4, 6, 8. Two bosons of spin 3 couple to J = 0, 2, 4, 6, and two of spin 2 to J = 0, 2, 4. Each J occurs once, so a rotationally invariant two-body interaction within the shell has one strength per J: five, four and three strengths respectively. Equal J content leaves the dynamics open.

Q: What if the fermions are spread over two shells?

A: Then (B) does not apply as stated. The recurrence relied on one unbroken row of orbitals, so that sliding it removed one factor and added one. For two shells the state counts come from summing over the ways to divide the particles between them. For each division, (B) may be used separately in each shell, and the two angular momenta are then coupled. The same caution holds for particles with a further label such as isospin: antisymmetry then applies to the complete state, and the angular part alone need not be antisymmetric.

Computed results

```
All counts are pure numbers; J and M are in units of hbar
Shell/number cases checked by diagonalization: 28
Main example: n = 4, j = 9/2, partner boson spin 3
Coefficients of [10,4], powers q^0 upward:
  [1, 1, 2, 3, 5, 6, 9, 10, 13, 14, 16, 16, 18, 16, 16, 14, 13, 10, 9, 6, 5, 3, 2, 1, 1]
Fermion state counts D(M) for M = 0..12:
  [18, 16, 16, 14, 13, 10, 9, 6, 5, 3, 2, 1, 1]
Differences D(J)-D(J+1) for J = 0..12:
  [2, 0, 2, 1, 3, 1, 3, 1, 2, 1, 1, 0, 1]
4 fermions of spin 9/2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
4 bosons of spin 3: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
6 bosons of spin 2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
6 fermions of spin 9/2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
Half-integer example: n = 3, j = 7/2
3 fermions of spin 7/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
3 bosons of spin 5/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
5 bosons of spin 3/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
Two-particle J channels of the main-example particles:
  fermions of spin 9/2: 5 channels, J = 0, 2, 4, 6, 8
  bosons of spin 3: 4 channels, J = 0, 2, 4, 6
  bosons of spin 2: 3 channels, J = 0, 2, 4
M = 0 block of J^2 (hbar^2), paired basis states:
  orbital labels k, fermions: [(0, 3), (1, 2)]
  orbital labels k, bosons:   [(0, 2), (1, 1)]
  2 fermions of spin 3/2: [[3.0, 3.0], [3.0, 3.0]]
  2 bosons of spin 1:     [[2.0, 2.8284], [2.8284, 4.0]]
  common eigenvalues: [0.0, 6.0]
```
